The nonrelativistic kinetic matrix of a finite-basis Dirac equation

Q: The Dirac equation turns into the Schrödinger equation when c goes to infinity. If I expand it in a finite basis and let c grow, I should get the Schrödinger equation in that basis. What is there to derive?

A: The phrase "that basis" hides the difficulty, because there are two. A Dirac spinor has an upper and a lower two-component part, ψ_L and ψ_S, and each is expanded in its own functions. For one electron in a scalar potential V, in Hartree atomic units and with energies counted from the rest energy, the equations are

V ψ_L + c σ·p ψ_S = E ψ_L
c σ·p ψ_L + (V − 2c²) ψ_S = E ψ_S

Expand ψ_L = Σ a_μ χ_μ with n_L functions and ψ_S = Σ b_k φ_k with n_S functions. All are two-spinors, and each set is linearly independent. Project the first equation on the χ_μ and the second on the φ_k:

V_L a + c Π b = E S_L a
c Π† a + (V_S − 2c² S_S) b = E S_S b

Here S_L and S_S are the overlap matrices, V_L and V_S are the potential matrices, assumed finite, and

Π_μk = ⟨χ_μ|σ·p φ_k⟩

The second line contains ⟨φ_k|σ·p χ_ν⟩. Since σ·p is hermitian, this is the complex conjugate of Π_νk, which is why Π† appears. I assume that σ·p χ_μ and σ·p φ_k are square integrable and that no boundary terms arise.

Q: Then solve the second line for b and let c grow. Where could anything go wrong?

A: Let us do it. Collecting the terms in b gives

c Π† a = [(2c² + E) S_S − V_S] b

Let w be the largest eigenvalue of V_S relative to S_S. For E > w − 2c² the bracket is positive definite, so it can be inverted:

b = c [(2c² + E) S_S − V_S]⁻¹ Π† a

Inserted in the first line, this leaves an equation for a alone, still without approximation:

F(E) a = 0
F(E) = V_L − E S_L + c² Π [(2c² + E) S_S − V_S]⁻¹ Π†

Now write X = E S_S − V_S and keep E bounded while c grows. Taking 2c² S_S out of the bracket,

c² [2c² S_S + X]⁻¹ = ½ [1 + S_S⁻¹X/(2c²)]⁻¹ S_S⁻¹
= ½ S_S⁻¹ − (1/4c²) S_S⁻¹ X S_S⁻¹ + O(c⁻⁴)

The leading term survives the limit, and the kinetic matrix it leaves is

T′ = ½ Π S_S⁻¹ Π†

The matrix you expected is T_μν = ⟨χ_μ|p²/2|χ_ν⟩. It refers to the large basis alone, whereas T′ depends on the small basis too. Whether they agree has to be examined.

Q: Before that, I object to "keep E bounded". The matrix problem has n_L + n_S eigenvalues, and some run off to −2c². How do you know that the right number stays behind?

A: By counting the levels below a chosen energy λ. Call the full matrices H and S. If the columns of C are eigenvectors normalized by C†SC = 1, then C†(H − λS)C is diagonal with entries E_i − λ. A congruence of this kind preserves the number of negative eigenvalues, so H − λS has as many of them as there are levels below λ.

Take λ > w − 2c² and define D = (2c² + λ)S_S − V_S, which is positive definite. The quadratic form of H − λS is

a†(V_L − λS_L)a + c a†Πb + c b†Π†a − b†Db

Put b = b′ + c D⁻¹Π†a. The terms linear in b′ cancel. The terms quadratic in a gain 2c² a†ΠD⁻¹Π†a from the coupling and lose c² a†ΠD⁻¹Π†a from the last term. The result is

a†F(λ)a − b′†Db′

The second part supplies n_S negative directions. Hence

(levels below λ) = n_S + (negative eigenvalues of F(λ))

As c → ∞, F(λ) tends to V_L + T′ − λS_L. If λ is not an eigenvalue of V_L + T′ relative to S_L, this limit is nonsingular, and the number of negative eigenvalues is the same for all sufficiently large c. The levels in any fixed window therefore converge, with their multiplicities, to the n_L levels of

(V_L + T′) a = ε S_L a

The count is at least n_S for every λ above w − 2c², so n_S levels lie at or below w − 2c². These leave every fixed window. Both statements hold for fixed bases.

Q: And how fast is the limit reached? If it takes an absurdly large c, it has no bearing on a calculation at c ≈ 137.

A: The next term of the expansion answers that. Take a nondegenerate limiting level ε with a†S_L a = 1, and write E = ε + δ. Let a_c be the eigenvector at finite c. Multiply F(E)a_c = 0 from the left by a†. The part a†(V_L + T′ − εS_L)a_c vanishes, because that matrix is hermitian and gives zero on a. To order c⁻², a_c may be replaced by a in what remains:

−δ + (1/4c²) a†ΠS_S⁻¹(V_S − εS_S)S_S⁻¹Π†a = 0

With d = S_S⁻¹Π†a this reads

δ = d†(V_S − εS_S)d / (4c²)

The approach is of order 1/c². The matrix expansion is guaranteed to converge quickly when the eigenvalues of S_S⁻¹(E S_S − V_S)/(2c²) are small. This is sufficient for the formula for δ, not necessary: a function that makes them large may hardly enter the level in question. For a singular potential such as −Z/r, functions ever tighter about the singularity make the eigenvalues of V_S relative to S_S grow in magnitude, so the limit is not claimed to be uniform in the basis.

Q: Fine, T′ is the limiting kinetic matrix. But (σ·p)² = p², and Π is just the matrix of σ·p. Surely ½ΠS_S⁻¹Π† is ½(σ·p)² with a harmless overlap in the middle.

A: It would be if the functions in the middle were complete. Start from T. The Pauli matrices obey σ_iσ_j = δ_ij + iε_ijk σ_k. The antisymmetric part drops out of σ_iσ_j p_i p_j because the components of p commute, so (σ·p)² = p². Moving one factor to the left by hermiticity,

T_μν = ½ ⟨σ·p χ_μ|σ·p χ_ν⟩

This also defines T as a quadratic form when p²χ_ν itself is awkward. Now write out T′:

T′_μν = ½ Σ_kl ⟨σ·p χ_μ|φ_k⟩ (S_S⁻¹)_kl ⟨φ_l|σ·p χ_ν⟩

The sum in the middle is the operator

P = Σ_kl |φ_k⟩ (S_S⁻¹)_kl ⟨φ_l|

It is hermitian. It satisfies P² = P, because the product contains S_S⁻¹S_S S_S⁻¹ = S_S⁻¹, and it leaves each φ_k unchanged. So P is the orthogonal projector on the span of the small basis, and

T′_μν = ½ ⟨σ·p χ_μ|P|σ·p χ_ν⟩

The overlap makes the small functions behave as an orthonormal set. It cannot supply functions that are absent.

Q: Then T′ has lost something. Can it never gain? A truncated sum can err in either direction.

A: Not this one. Take any coefficients a and set ψ = Σ a_μ χ_μ. Subtracting the two forms,

a†(T − T′)a = ½ ⟨σ·p ψ|(1 − P)|σ·p ψ⟩ = ½ ‖(1 − P) σ·p ψ‖² ≥ 0

The last equality uses (1 − P)² = 1 − P and the hermiticity of P. The missing kinetic energy is half the squared distance from σ·p ψ to the small space.

Q: I have a counterexample. The numerical output has T′₁₂ = 0.0552 hartree where T₁₂ = 0.0490 hartree. T′ exceeds T.

A: One element does. "Never exceeds" is a statement about matrices: T − T′ has no negative eigenvalue, so no function in the large space has more kinetic energy under T′ than under T. Off-diagonal elements are not expectation values and may move either way. The diagonal ones are expectation values, and in the same output they fall from 0.0500, 0.1750 and 0.6250 to 0.0441, 0.1653 and 0.5499 hartree. The eigenvalues of T − T′ there are 0.0007, 0.0066 and 0.0833 hartree, all positive.

Q: When is nothing lost? I would guess that a sufficiently large small basis will do.

A: A large, well-chosen small basis can make the loss small, but for exact equality size is not the criterion. If T′ = T, the squared distance above is zero for every a, and in particular for each χ_μ by itself. Then (1 − P)σ·p χ_μ = 0, which says that σ·p χ_μ lies in the span of the φ_k. Conversely, if all these images lie in the span, P leaves them unchanged and T′ = T. So equality holds if and only if σ·p maps the large space into the small space.

This concerns the whole matrix. A single level can coincide without it, for instance if its own σ·p ψ happens to lie in the small space while other images do not. It then remains an eigenvalue of V_L + T′, though other levels may drop below it. A small basis that contains the images is called kinetically balanced.

Q: I find the sign of the error suspicious. Restricting a basis raises a variational energy. Here I restrict the small basis and the energy goes down?

A: It does, because the small component enters through a maximum. Keep the terms that matter at large c and consider, for fixed a,

c(a†Πb + b†Π†a) − 2c² b†S_S b

This is bounded above in b. Setting the derivative with respect to b† to zero gives cΠ†a = 2c²S_S b, hence

b = S_S⁻¹Π†a / (2c)

Put it back, with q = a†ΠS_S⁻¹Π†a. The coupling gives c · 2 · q/(2c) = q, and the last term gives −2c² · q/(4c²) = −q/2. The maximum is q/2 = a†T′a. The lowest limiting level is therefore a minimum over a of a maximum over b. Removing large functions raises the minimum or leaves it unchanged, and removing small functions lowers the maximum or leaves it unchanged.

In terms of functions, the optimal small component is Pσ·pψ/(2c), the best fit to σ·pψ/(2c) that the small basis allows. A poor fit means too little kinetic energy.

The levels follow suit. Since a†(V_L + T′)a ≤ a†(V_L + T)a for every a, the min-max characterization of eigenvalues puts the k-th level of V_L + T′ at or below the k-th level of V_L + T. The latter is an upper bound to the k-th exact nonrelativistic level of the same symmetry, for a potential where the variational principle applies. The former has no such guarantee.

Q: "No guarantee" is a lawyer's phrase. Show me a level that really falls below the exact one, with integrals I can do by hand.

A: Take V = −1/r, a model charge Z = 1, and the 2p level, whose exact nonrelativistic energy is −1/8 hartree. Use one large function with j = 1/2:

χ = (σ·r) u f(r), f = exp(−ζr²), u = (1, 0)ᵀ

Its components are z f and (x + iy) f, so it is a p function. Apply σ·p = −iσ·∇. The derivative of r gives σ_iσ_i f = 3f, and the derivative of f gives (σ·r)(σ·r) f′/r = r f′. With r f′ = −2ζr² f,

σ·p χ = −i (3 − 2ζr²) exp(−ζr²) u

For the small basis take one s Gaussian with the same exponent, φ = −i exp(−ζr²) u. The image also contains r² exp(−ζr²), so it is not in the span.

Let I_n = ∫₀^∞ rⁿ exp(−2ζr²) dr. Integration by parts gives I₄ = 3I₂/(4ζ) and I₆ = 5I₄/(4ζ) = 15I₂/(16ζ²). Apart from the common angular factor 4π,

⟨φ|φ⟩ = I₂
⟨φ|σ·pχ⟩ = 3I₂ − 2ζI₄ = (3/2) I₂
‖σ·pχ‖² = 9I₂ − 12ζI₄ + 4ζ²I₆ = (9 − 9 + 15/4) I₂ = (15/4) I₂

The fraction of the kinetic energy that survives is

T′/T = (3/2)² / (15/4) = 3/5

Since ⟨χ|χ⟩ = I₄, the correct kinetic energy is T = ½ (15/4) I₂/I₄ = 5ζ/2, and T′ = 3ζ/2. The potential energy is −I₃/I₄. With I₃ = 1/(8ζ²) and I₄ = 3√π/[8(2ζ)^(5/2)] it equals −β√ζ, where β = 4√2/(3√π).

Write the kinetic energy as kζ and minimize kζ − β√ζ. The minimum is at √ζ = β/(2k), where

E = −β²/(4k) = −8/(9πk)

For the balanced small function k = 5/2, and for the s Gaussian k = 3/2:

balanced: E = −16/(45π) = −0.1132 hartree
s Gaussian: E = −16/(27π) = −0.1886 hartree

The first lies above −0.1250, as a variational energy should. The second lies 0.0636 hartree below it, about half of the exact binding energy. The optimum exponent also moves, from 0.045 to 0.126 bohr⁻²: when kinetic energy is too cheap, the orbital contracts.

Q: One Gaussian is a caricature. With a few more functions the defect should vanish.

A: No finite set of s Gaussians contains r² exp(−ζr²), so T′ stays different from T, though the difference can be made as small as one likes: [exp(−(ζ − h)r²) − exp(−ζr²)]/h tends to r² exp(−ζr²) as h → 0, so s Gaussians with closely spaced exponents approximate the missing function. In the following three-function example it is much smaller for the lowest level, but it has not gone. Take three exponents, 0.02, 0.07 and 0.25 bohr⁻², for the p functions, and the same three for the s functions. The lowest levels are

V + T: −0.124429 hartree, 0.00057 above the exact level
V + T′: −0.125163 hartree, 0.00016 below the exact level

Q: So the unbalanced basis is more accurate! Why complain?

A: For the lowest level the absolute error is indeed smaller. Two errors of opposite sign are at work: the limited large basis raises the level, and the missing kinetic energy lowers it. Nothing guarantees that they nearly cancel, and in the one-Gaussian case they do not.

The other levels move much further. The second goes from −0.0304 to −0.0759 hartree, past the exact −1/18 = −0.0556, and the third from 0.328 to 0.104, where the exact level is −1/32 = −0.0313. Both also end nearer to the exact values, but again only because missing kinetic energy offsets the error of the limited large basis. The second level shows the price: it is no longer an upper bound. Relative to T, the eigenvalues of T′ are 0.342, 0.931 and 0.997. One combination of the three p functions thus keeps 34 percent of its kinetic energy, while another keeps nearly all of it.

Q: Would the defect show in something one would want to compute?

A: In the fine structure. Consider the j = 3/2 partner, χ = (x + iy) f u. The gradient of x + iy gives (σ_x + iσ_y)u = 0, because this combination raises the spin and u is already up. What is left is

σ·p χ = −i (f′/r)(σ·r)(x + iy) u = 2iζ f (σ·r)(x + iy) u

This is a d-type Gaussian with the same exponent. Giving the small basis the same exponents as the large one is therefore sufficient for j = 3/2 and insufficient for j = 1/2. In the limit c → ∞ the two levels should coincide. With these bases they remain apart by

−0.124429 − (−0.125163) = 0.000734 hartree

At the physical c = 137.036 the results are

2p3/2, d small functions: −0.1244295 hartree
2p1/2, s small functions: −0.1251652 hartree
2p1/2, balanced: −0.1244310 hartree

The splitting is 7.36 × 10⁻⁴ hartree with the s functions and 1.49 × 10⁻⁶ hartree with the balanced ones. The exact Dirac levels give 1.66 × 10⁻⁶ hartree. The false splitting that survives at infinite c is about 440 times the true one.

Q: Your balanced value is still 11 percent below the exact splitting. Is that a remnant of the same disease?

A: No. In the balanced basis T′ = T, so no splitting survives the limit. To leading order in 1/c², the splitting is that of the spin–orbit operator (Z/2c²r³) L·S. For a p level L·S is ½ at j = 3/2 and −1 at j = 1/2, a difference of 3/2, so the splitting is (3Z/4c²)⟨r⁻³⟩. Evaluated with the three-Gaussian orbital from V + T, this gives 1.49 × 10⁻⁶ hartree, in agreement with the balanced Dirac calculation. The shortfall comes from the orbital, hence from the large basis.

Q: Perhaps the j = 1/2 level has simply not converged in c. You compare a limit with a finite-c calculation.

A: The 1/c² formula settles it. For the s small functions it predicts c²δ → −0.0344 in atomic units. Diagonalizing the full matrix gives −0.0345 at c = 10 and −0.0344 at c = 80. At the physical c the shift is

δ = −0.0344 / 137.036² = −1.8 × 10⁻⁶ hartree

which takes −0.125163 to −0.125165 hartree, the value found above. A shift of this size cannot undo a defect of 7 × 10⁻⁴ hartree.

Q: Then how do I repair the basis? If the small functions are at fault, should I remove the bad ones?

A: Removal can only take away more kinetic energy or leave it unchanged. Enlarging the small space from P₁ to P₂ adds a projector P₂ − P₁, so a†T′a grows by ½‖(P₂ − P₁)σ·pψ‖² ≥ 0. Here is the lowest limiting j = 1/2 level as small functions are added, first the three s Gaussians and then the three images:

1 function: −0.5606 hartree
2 functions: −0.5411 hartree
3 functions: −0.12516 hartree
4 functions: −0.12479 hartree
5 functions: −0.12476 hartree
6 functions: −0.12443 hartree

The first two entries show collapse in a severe form. When n_S < n_L, the n_S conditions Π†a = 0 leave at least n_L − n_S independent combinations of large functions for which a†T′a = 0. Such a combination feels the attraction and pays nothing for being localized, and the lowest level lies at or below its potential energy. With a fixed basis its energy is still finite, but the kinetic energy no longer limits it.

The last entry is the ordinary variational level, since the images are then all present. The s functions are not needed for that: the three images alone already give T′ = T.

Q: So with the images included, my Dirac energies are upper bounds?

A: That is more than has been shown. Balance makes the limiting levels those of V + T, which are upper bounds to the nonrelativistic energies. In a balanced basis Σ d_k φ_k = Pσ·pψ = σ·pψ, so the 1/c² term is δ = ⟨σ·pψ|(V − ε)|σ·pψ⟩/(4c²). It is fixed by the large basis alone, and further small functions can first matter at order c⁻⁴. Nothing here proves a bound to the exact Dirac energy at finite c. The derivation is also for a fixed scalar potential. With a vector potential A, the operator σ·p is replaced by σ·(p + A/c) (charge −1, A in the Gaussian convention), and the balance condition at finite c has to be examined anew.

The program published with this text checks the limit, the inequality and the condition for equality numerically.

Computed results

```
Model charge Z = 1.0 ; exponents (bohr^-2): [0.02, 0.07, 0.25]
Exact nonrelativistic 2p energy: -0.125000 hartree
T, normalized p Gaussians (hartree):
  0.050000  0.049033  0.018385
  0.049033  0.175000  0.169964
  0.018385  0.169964  0.625000
T' for j=1/2 with s small functions (hartree):
  0.044137  0.055157  0.008289
  0.055157  0.165251  0.191734
  0.008289  0.191734  0.549947
Eigenvalues of T' relative to T (no unit): 0.34211  0.93128  0.99685
Eigenvalues of T - T' (hartree): 7.165e-04  6.613e-03  8.334e-02
Levels of V+T (hartree):  -0.124429  -0.030439  0.328413
Levels of V+T' (hartree): -0.125163  -0.075869  0.104072
Lowest V+T level minus exact: 5.709e-04 hartree
Lowest V+T' level minus exact: -1.634e-04 hartree
Lowest j=1/2 Dirac level minus its limit, s small functions:
  c = 10 a.u.: -3.4496e-04 hartree, times c^2: -0.03450 a.u.
  c = 20 a.u.: -8.6029e-05 hartree, times c^2: -0.03441 a.u.
  c = 40 a.u.: -2.1494e-05 hartree, times c^2: -0.03439 a.u.
  c = 80 a.u.: -5.3727e-06 hartree, times c^2: -0.03439 a.u.
Predicted limit of shift times c^2: -0.03438 a.u.
Lowest V+T' level as the small basis grows (3 s, then 3 images):
  1 small functions: -0.560567 hartree
  2 small functions: -0.541072 hartree
  3 small functions: -0.125163 hartree
  4 small functions: -0.124787 hartree
  5 small functions: -0.124757 hartree
  6 small functions: -0.124429 hartree
Physical c: 137.035999 a.u.
Dirac 2p1/2, s small functions: -0.12516523 hartree
Dirac 2p1/2, balanced: -0.12443102 hartree
Dirac 2p3/2, d small functions: -0.12442954 hartree
Splitting, s small functions: 7.3570e-04 hartree
Splitting left at infinite c: 7.3425e-04 hartree
Splitting, balanced: 1.4882e-06 hartree
First-order spin-orbit splitting: 1.4882e-06 hartree
Splitting of the exact Dirac levels: 1.6642e-06 hartree
False splitting / exact splitting: 441.2
One p and one s Gaussian: T'/T = 0.600000
One-Gaussian optimization done at c = 2000 a.u.
  s small function: exponent 0.12575 bohr^-2, energy -0.188628 hartree
  balanced small function: exponent 0.04527 bohr^-2, energy -0.113177 hartree
```
